# Source-drain tunnelling: what two channel lengths reveal about the barrier

**The problem**

Two n-channel transistors are switched off and cooled to a few kelvin, and a very small drain bias is applied. Their channel lengths are \(L_1=5.0\) nm and \(L_2=7.0\) nm; they are otherwise identical. The measured conductances are \(G_1=39.10\) nS and \(G_2=0.6490\) nS.

Model each channel as a one-dimensional rectangular barrier. The conduction-band bottom in source and drain is the zero of energy, the Fermi energy is \(E>0\), and the barrier top lies at \(E+\phi\), with \(\phi>0\). Transport is coherent, the temperature is zero unless stated otherwise, and the mass \(m\) is the same in leads and barrier until part (e). There are \(g\) equivalent modes, each with two spins. The algebra uses atomic units, in which \(\hbar\), the electron mass and the elementary charge equal one; numerical energies are in eV, lengths in nm and masses in electron masses.

The data are synthetic: they were computed by integrating the wave equation for definite values of \(m\), \(E\) and \(\phi\), then rounded to four figures.

**(a) Derive the transmission probability at the Fermi energy. Find its opaque limit and bound the error of that limit.**

*Answer.* Define the lead wave number \(k\) and the barrier decay constant \(\kappa\) by

\[
k^2=2mE,\qquad \kappa^2=2m\phi .
\]

For a wave incident from the left, the wavefunction is \(e^{ikx}+\rho e^{-ikx}\) for \(x<0\) and \(t\,e^{ik(x-L)}\) for \(x>L\). With equal masses, \(\psi\) and \(\psi'\) are continuous. At \(x=L\) they equal \(t\) and \(ikt\), so inside the barrier

\[
\psi(x)=t\left[\cosh\kappa(x-L)+\frac{ik}{\kappa}\sinh\kappa(x-L)\right].
\]

At the left edge this gives

\[
\psi(0)=t\left[\cosh\kappa L-\frac{ik}{\kappa}\sinh\kappa L\right],
\]
\[
\psi'(0)=t\left[ik\cosh\kappa L-\kappa\sinh\kappa L\right].
\]

On the lead side \(\psi(0)=1+\rho\) and \(\psi'(0)/(ik)=1-\rho\). Half their sum is the incident amplitude, which is one. Since \(-\kappa/(ik)=i\kappa/k\),

\[
1=t\left[\cosh\kappa L+\frac{i}{2}\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa L\right].
\]

The leads are identical, so \(T=|t|^2\). Taking the squared modulus and using \(\cosh^2=1+\sinh^2\),

\[
\frac1T=1+\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]\sinh^2\kappa L
=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa L .
\]

Now set

\[
A=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2},\qquad q=e^{-2\kappa L}.
\]

The factor before \(\sinh^2\) is \(4/A\), and \(\sinh^2\kappa L=(q^{-1}-2+q)/4\). Hence

\[
\frac1T=1+\frac{q^{-1}-2+q}{A},\qquad
T=\frac{Aq}{1+(A-2)q+q^2}.
\]

When \(q\ll1\), this becomes \(T\simeq Ae^{-2\kappa L}\). The error of this approximation relative to the exact \(T\) is

\[
\frac{Aq}{T}-1=(A-2)q+q^2 .
\]

Because \(2k\kappa\le k^2+\kappa^2\), we have \(0<A\le4\), so \(|A-2|\le2\) and the magnitude of the error is at most \(2q+q^2\).

The opposite limit shows why opacity matters. If \(\kappa\to0\) at fixed \(k\) and \(L\), then \(\sinh(\kappa L)/\kappa\to L\) and \(1/T\to1+k^2L^2/4\). The dependence on length is then algebraic, and the logarithm of a conductance ratio no longer measures a decay constant.

**(b) Recover the decay constant from the two conductances.**

*Answer.* In linear response at zero temperature, each spin-degenerate mode contributes \((2e^2/h)T\), written here in ordinary units. Thus

\[
G_i=g\,\frac{2e^2}{h}\,A\,e^{-2\kappa L_i}.
\]

Only \(L\) differs between the devices, so \(g\), \(A\) and the conductance quantum cancel in the ratio:

\[
\frac{G_1}{G_2}=e^{2\kappa(L_2-L_1)},\qquad
\kappa=\frac{\ln(G_1/G_2)}{2(L_2-L_1)} .
\]

The shorter device conducts better, so the logarithm and \(\kappa\) are positive. For the data,

\[
\kappa=\frac{\ln(39.10/0.6490)}{2\times2.0\ \text{nm}}
=\frac{4.098}{4.0\ \text{nm}}=1.025\ \text{nm}^{-1},
\]

or \(0.1025\) Å\(^{-1}\). The opaque limit can now be checked. At 5 nm the bound \(2q+q^2\) is \(7.1\times10^{-5}\), and it is smaller at 7 nm. Even if the two errors added, they would change \(\kappa\) by no more than about \(4\times10^{-5}\) nm\(^{-1}\).

**(c) What does this value say about the mass and the barrier height?**

*Answer.* From \(\kappa^2=2m\phi\), it fixes their product:

\[
m\phi=\frac{\kappa^2}{2}.
\]

To obtain this in electron masses times eV, multiply \(\kappa^2\) in nm\(^{-2}\) by half a hartree times the square of the bohr radius, which is \(0.0381\) eV nm\(^2\):

\[
m\phi=0.0381\times(1.0246)^2=0.0400 .
\]

A mass of 0.1 with a barrier of 0.40 eV, a mass of 0.2 with 0.20 eV, and a mass of 0.4 with 0.10 eV all give the measured ratio. A light particle under a high barrier decays as fast as a heavy particle under a low one.

**(d) Suppose \(m\), \(E\) and \(\phi\) are all unknown. Can absolute conductances, or devices of further lengths, separate \(m\) from \(\phi\)?**

*Answer.* No, within this zero-temperature model. The exact transmission in part (a) depends on the three unknowns through \(k\) and \(\kappa\) alone. For any \(s>0\), make the replacement

\[
m\to sm,\qquad E\to\frac Es,\qquad \phi\to\frac{\phi}{s}.
\]

Both \(2mE\) and \(2m\phi\) are unchanged, and so is \(T\) at every length, whether or not the barrier is opaque. More lengths can improve the precision of \(\kappa\), but they cannot select a value of \(s\).

The Fermi energy must be rescaled too. To see this, write the prefactor in terms of energies. The common factor \((2m)^2\) cancels, leaving

\[
A=\frac{16E\phi}{(E+\phi)^2}.
\]

Take \(E=0.10\) eV. The pair \(m=0.2\), \(\phi=0.20\) eV has \(A=3.556\), whereas \(m=0.1\), \(\phi=0.40\) eV has \(A=2.56\). With \(E\) held fixed, the second pair therefore has the same slope but only 0.72 of the conductance. Independent knowledge of \(E\) thus carries information.

**(e) Now let \(E=0.10\) eV and \(g=4\) be known independently. What can be determined if the masses are equal? What changes if the lead mass is a separate unknown?**

*Answer.* The prefactor follows from \(T_1=G_1/(g\,2e^2/h)\). With a conductance quantum of \(77.48\) μS,

\[
T_1=\frac{39.10\times10^{-9}}{4\times77.48\times10^{-6}}=1.262\times10^{-4},
\]
\[
A=T_1e^{2\kappa L_1}=1.262\times10^{-4}\times e^{10.246}=3.55 .
\]

Let \(r=k/\kappa\), so that \(r^2=E/\phi\). The positive square root of \(A=16r^2/(1+r^2)^2\) gives

\[
\sqrt A=\frac{4r}{1+r^2}
\quad\Longrightarrow\quad
r^2-\frac{4}{\sqrt A}\,r+1=0,
\]
\[
r=\frac{2\pm\sqrt{4-A}}{\sqrt A}.
\]

The product of the roots is one. Numerically they are 0.707 and 1.415. Using \(\phi=E/r^2\) and \(m=0.0400/\phi\), the candidates are

- \(\phi=0.200\) eV with \(m=0.20\);
- \(\phi=0.050\) eV with \(m=0.80\).

In general, if \(\phi\) is one solution, \(E^2/\phi\) is the other. Exchanging \(r\) and \(1/r\) leaves \(A\) unchanged, and the masses are chosen to keep \(\kappa\) unchanged. The exact \(T\) depends on \(A\) and \(\kappa L\), so the candidates agree at every length. Outside information about the mass could reject one of them. They coincide when \(A=4\), that is, when \(\phi=E\).

This extraction is much more sensitive than that of \(\kappa\), because \(A\) is an extrapolation to zero length. Suppose \(L_1\) is correct but the length difference is uncertain by 0.2 nm. Then \(\kappa\) lies between 0.93 and 1.14 nm\(^{-1}\), and the factor \(e^{2\kappa L_1}\) moves \(A\) between about 1.4 and 11. Values above 4 give no real \(r\).

Now let the lead and barrier masses be \(m_l\) and \(m_b\), with \(k^2=2m_lE\) and \(\kappa^2=2m_b\phi\). With \(\psi\) continuous and no extra potential at the interface, the usual matching condition is that \(\psi'/m\), rather than \(\psi'\), is continuous. This conserves current. At \(x=L\) the derivative just inside the barrier is therefore \(ikt\,m_b/m_l\). Repeating the matching replaces \(k/\kappa\) in the prefactor by

\[
v=\frac{k/m_l}{\kappa/m_b},\qquad
v^2=\frac{2E/m_l}{2\phi/m_b}=\frac{E\,m_b}{\phi\,m_l}.
\]

The data fix \(\kappa\) and, up to inversion, \(v\). For any chosen \(\phi\), the masses

\[
m_b=\frac{\kappa^2}{2\phi},\qquad m_l=\frac{E\,m_b}{\phi v^2}
\]

reproduce them. With \(E=0.10\) eV and \(v^2=0.5\), for instance, \(\phi=0.30\) eV requires \(m_b=0.133\) and \(m_l=0.089\). Integration of the wave equation with these values gives the original transmission at 5 and 7 nm to within one part in \(10^6\). A continuous family has returned, even though \(E\) is known.

**(f) The gate now lowers the barrier by a known 0.050 eV in both devices, with \(E\) and the mass unchanged. The conductances become 166.6 nS and 4.790 nS. Find the mass and the original barrier height without using the prefactor.**

*Answer.* Let \(\delta\) be the lowering, and label the original and lowered barriers \(a\) and \(b\). The prefactor changes, but it is still common to both lengths, so part (b) applies again:

\[
\kappa_b=\frac{\ln(166.6/4.790)}{4.0\ \text{nm}}=0.887\ \text{nm}^{-1}.
\]

Subtracting the two squared decay constants removes the unknown height:

\[
\kappa_a^2-\kappa_b^2=2m\phi-2m(\phi-\delta)=2m\delta .
\]

Therefore

\[
m=\frac{0.0381\,(1.0246^2-0.8873^2)}{0.050}=0.200,
\]
\[
\phi=\frac{0.0400}{0.200}=0.200\ \text{eV}.
\]

These agree with the values used to generate the data, \(m=0.20\), \(E=0.10\) eV and \(\phi=0.20\) eV. The known energy \(\delta\) supplies the scale that was missing in part (d).

The two results respond differently to a length error. Write \(R_a\) and \(R_b\) for the conductance ratios \(G_1/G_2\) before and after the shift. Since \(\phi=\delta\kappa_a^2/(\kappa_a^2-\kappa_b^2)\), the length difference cancels:

\[
\phi=\delta\,\frac{(\ln R_a)^2}{(\ln R_a)^2-(\ln R_b)^2}.
\]

The mass retains the factor \(1/(L_2-L_1)^2\). An error in \(\delta\), by contrast, passes directly into \(\phi\), so the conversion from gate voltage to barrier shift must be known. The shift must also be the same in both devices, which is not assured in short channels. If the barrier of the shorter device fell by 0.055 eV instead of 0.050 eV, the same analysis would return \(m=0.146\) and \(\phi=0.273\) eV.

**(g) Does a finite temperature preserve the ambiguity of part (d)? Find the leading correction to the conductance.**

*Answer.* It does not, because \(k_BT_e\), with \(T_e\) the electron temperature, is a fixed energy. Keep the chemical potential at \(E\) and the barrier top fixed, and let \(\epsilon\) be the electron energy. The conductance is proportional to the average of \(T(\epsilon)\) with weight \(-\partial f/\partial\epsilon\), where \(f\) is the Fermi function. Put \(\epsilon=E+k_BT_e\,y\) and expand \(T\) to second order. The weight is even in \(y\), so the linear term vanishes, and

\[
\int_{-\infty}^{\infty}\frac{y^2\,dy}{4\cosh^2(y/2)}=\frac{\pi^2}{3}.
\]

With the factor \(1/2\) from the Taylor series,

\[
\frac{G(T_e)}{G(0)}-1\simeq\frac{\pi^2}{6}(k_BT_e)^2\,\frac{T''}{T}
=\frac{\pi^2}{6}(k_BT_e)^2(c^2+c'),
\]

where \(c=d\ln T/d\epsilon\) at \(\epsilon=E\), and \(c'\) is its energy derivative. Raising the energy lowers the remaining barrier, so \(d\phi/d\epsilon=-1\) and \(d\kappa/d\epsilon=-\kappa/(2\phi)\). In \(A\) the sum \(E+\phi\) stays constant. From \(\ln T\simeq\ln A-2\kappa L\),

\[
c=\frac{\kappa L}{\phi}+\frac1E-\frac1\phi,\qquad
c'=\frac{\kappa L}{2\phi^2}-\frac1{E^2}-\frac1{\phi^2}.
\]

For the 7 nm device, \(c=40.9\) eV\(^{-1}\) and \(c'=-35\) eV\(^{-2}\). At 10 K the expansion predicts a rise of 0.200%, and the full thermal integral gives the same figure. The expansion requires \(c\,k_BT_e\ll1\).

For the rescaled device of part (d), every energy is divided by \(s\), so its conductance at \(T_e\) equals that of the original at \(sT_e\). Doubling \(E\) and \(\phi\) while halving \(m\) therefore reduces the leading correction by a factor of four. At 77 K the computed rises at 7 nm are 13% for the original and 3.0% for this twin, although their zero-temperature conductances are identical.

**(h) How far can the result be trusted for a silicon transistor?**

*Answer.* The parameters are round values in the rough regime of a gate-all-around silicon wire along [100] with heavily doped contacts: a light transport mass near 0.2 and four equivalent light valleys. Counting one mode per valley assumes that only the lowest subband of each lies below the Fermi energy. For a square wire with hard walls and parabolic bands (confinement masses of about 0.92 and 0.19), this requires a side of no more than about 3.5 nm; the nonparabolicity used below lowers the limit to about 3.1 nm. The channels are shorter than those of production transistors, whose gates are longer than about 10 nm. Cooling is essential. At 300 K, with all other parameters fixed, the model gives 168 and 64.5 nS, and the formula of part (b) returns an apparent \(\kappa\) of 0.24 nm\(^{-1}\), less than a quarter of the true value. The thermal weight above the barrier top is \(f(E+\phi)\simeq4\times10^{-4}\), far above \(T_2=2.1\times10^{-6}\). Splitting the thermal integral at the barrier top shows that carriers passing over it supply about 84% of the conductance in the longer device, but only about a quarter in the shorter one. At 77 K the apparent \(\kappa\) is 1.010 nm\(^{-1}\), about 1.4% low.

Among the effects sized here for the cold device, the sharp barrier causes the largest error in the absolute conductance. Electrostatic screening rounds its edges. One simple profile, with \(V=E+\phi\) and screening length \(\lambda=1.0\) nm, is

\[
U(x)=V\left[1-\frac{\cosh[(x-L/2)/\lambda]}{\cosh[L/(2\lambda)]}\right].
\]

Its peak is lower in the shorter device, so the two barriers no longer differ in length alone. The computed conductances are 1814 and 29.9 nS, each about 46 times the rectangular value. Because the two factors are nearly equal, the apparent \(\kappa\) is 1.026 nm\(^{-1}\), within 0.2% of the rectangular result. This is one computed case, not a general protection of the slope: the apparent \(\kappa\) falls to 1.002 nm\(^{-1}\) for \(\lambda=1.5\) nm and to 0.912 nm\(^{-1}\) for \(\lambda=2.0\) nm. For this profile the method of part (f) returns \(\phi=0.198\), 0.182 and 0.140 eV at \(\lambda=1.0\), 1.5 and 2.0 nm. The apparent prefactor is 168, far above the rectangular maximum of 4, so the method of part (e) has no solution.

Three further effects can be sized:

- **Length.** The uncertainty of 0.2 nm in \(L_2-L_1\) considered in part (e) puts \(m\phi\) between 0.033 and 0.049.
- **Band shape.** Let the energy \(\varepsilon\) measured from the band edge obey \(\varepsilon(1+\alpha\varepsilon)=p^2/(2m)\), with \(p\) the wave number. At \(\varepsilon=-\phi\) and \(p=i\kappa\), this gives \(\kappa^2=2m\phi(1-\alpha\phi)\). For a rough \(\alpha=0.5\) eV\(^{-1}\), \(\kappa\) falls to 0.972 nm\(^{-1}\), and the parabolic formula would underestimate \(m\phi\) by 10%. The method of part (f) is affected more: \(\kappa_a^2-\kappa_b^2=2m\delta[1-\alpha(2\phi-\delta)]\), so it would return \(m=0.165\) and \(\phi=0.218\) eV. These figures ignore confinement. In a 3.5 nm wire the lowest subband lies about 0.18 eV above the bulk edge and its mass rises from 0.19 to about 0.22; \(m\phi\) then comes out about 8.5% low relative to the subband mass, but about 8% high relative to the bulk mass.
- **Heavy valleys.** Two valleys with a transport mass of 0.9, given the same \(E\) and \(\phi\), would add only \(5\times10^{-6}\) of the light-valley conductance at 5 nm. In a hard-wall wire of side 3.5 nm their lowest subband lies about 0.13 eV above the light one, above the Fermi energy, so at zero temperature they would carry no current in this model.

Tunnelling assisted by phonons or traps, charging and disorder have not been sized. Any of them could alter the measured slope. Even a leakage that does not depend on length matters: 0.1 nS in parallel with each channel would lower the apparent \(\kappa\) to 0.989 nm\(^{-1}\).

Much shorter channels would also strain the opaque limit. At 2 nm, with the other parameters unchanged, it overestimates the exact rectangular-barrier transmission by 2.6%. The numerical output below lists the main computed values.

## Computed results

```
mass m = 0.20 electron masses
Fermi energy E = 0.10 eV, barrier phi = 0.20 eV
lengths L1 = 5.0 nm, L2 = 7.0 nm
light valleys g = 4
conductance quantum 2e^2/h = 77.481 microsiemens
transmission T1 = 1.2617e-04, T2 = 2.0942e-06
data G1 = 39.1 nS, G2 = 0.649 nS
ratio G1/G2 = 60.247, its log = 4.0984
recovered kappa = 1.0246 1/nm = 0.10246 1/angstrom
kappa from input m and phi = 1.0246 1/nm
recovered m*phi = 0.04000 electron masses x eV
pair: m = 0.1 electron masses, phi = 0.4000 eV
pair: m = 0.2 electron masses, phi = 0.2000 eV
pair: m = 0.4 electron masses, phi = 0.1000 eV
opaque bound 2q+q^2 at L1 = 7.10e-05
opaque error at 2.0 nm = 2.61 %
E fixed, m halved, phi doubled: T1 ratio = 0.7200
prefactor A: recovered 3.554, from inputs 3.556
known E: k/kappa = 0.707, phi = 0.2002 eV, m = 0.200 electron masses
known E: k/kappa = 1.415, phi = 0.0499 eV, m = 0.801 electron masses
separate lead mass: phi = 0.30 eV, m_b = 0.1333, m_l = 0.0889 electron masses
gate shift = 0.05 eV
shifted G1 = 166.6 nS, G2 = 4.79 nS
shifted kappa = 0.8873 1/nm
separated m = 0.2001 electron masses
separated phi = 0.1999 eV
L2 rise at 10 K: integral 0.1999 %, expansion 0.1996 %
4 K: G1 = 39.11 nS, G2 = 0.6492 nS, apparent kappa = 1.0246 1/nm
77 K: G1 = 41.7 nS, G2 = 0.7332 nS, apparent kappa = 1.0102 1/nm
300 K: G1 = 168 nS, G2 = 64.51 nS, apparent kappa = 0.2392 1/nm
G2(77 K)/G2(0): example 1.1296, twin with m/2, 2E, 2phi 1.0302
screening length = 1.0 nm
rounded barrier: G1 = 1814 nS, G2 = 29.9 nS
rounded barrier: apparent kappa = 1.0264 1/nm
rounded barrier: apparent A = 168
nonparabolicity 0.5 1/eV: kappa = 0.9721 1/nm
heavy valleys: number 2, m = 0.9 electron masses
heavy/light conductance at L1, same barrier = 5.12e-06
length-difference error = 0.2 nm
kappa range from it = 0.9315 to 1.1385 1/nm
```
